# Spin polarization of three electrons on a square of four donors

## Problem

Four donors sit at the corners of a square, numbered 1, 2, 3, 4 around it, and share three electrons. Each donor offers one orbital:

$$H=-t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+\text{h.c.}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad t,U>0,$$

where $\langle ij\rangle$ runs over the four sides. The total spin $S$ is 1/2 (doublet) or 3/2 (quartet).

1. Estimate the ratio $U/t$ above which the ground state is the quartet, the Nagaoka state.
2. Find the lowest doublet energy and this ratio in closed form.
3. How much hopping along the diagonals does the quartet survive?
4. What donor spacing does the ratio imply for parameters in the rough regime of phosphorus in silicon, and how far do neglected effects move it?

## First estimate: hole motion against exchange

For large $U$ there is one empty site, the hole, and three singly occupied sites. Let the hole be at $h$ and order the electrons around the ring:

$$|h;s_1s_2s_3\rangle=c^\dagger_{h+1,s_1}c^\dagger_{h+2,s_2}c^\dagger_{h+3,s_3}|0\rangle .$$

When the electron at $h+1$ jumps to $h$, its operator becomes $c^\dagger_{h,s_1}=c^\dagger_{h+4,s_1}$. Moving it to the end of the product passes two fermion operators and gives no sign. The result is $-t\,|h+1;s_2s_3s_1\rangle$, so each hop also permutes the three spins cyclically.

The permutation has eigenvalues $e^{i\phi}$ with $e^{3i\phi}=1$. The symmetric quartet has $\phi=0$. The two doublets have $\phi=\pm2\pi/3$. With hole momentum $k=0,\pm\pi/2,\pi$ the energy is, up to the sign convention for $k$,

$$E=-2t\cos(k+\phi).$$

The quartet reaches $-2t$ at $k=0$. The doublet comes closest to zero phase with $k+\phi=\pm\pi/6$, which gives $-\sqrt3\,t$. Polarization therefore gains $(2-\sqrt3)t=0.268\,t$ of kinetic energy.

Exchange opposes it. A singlet on a side couples with amplitude $-2t$ to the normalized even combination of the two states with both electrons on one site, at energy $U$, so it is lowered by $4t^2/U$. A triplet is not lowered. From $\mathbf S^2=9/4+2\sum_{i<j}\mathbf S_i\cdot\mathbf S_j=3/4$ the three spin products sum to $-3/4$. In an eigenstate of the cyclic permutation they are equal, so each is $-1/4$. The singlet probability of a pair is $1/4-\langle\mathbf S_i\cdot\mathbf S_j\rangle=1/2$. Two occupied sides thus gain $2\cdot\tfrac12\cdot4t^2/U=4t^2/U$, and the balance is

$$\frac{4t^2}{U}\approx(2-\sqrt3)\,t\quad\Rightarrow\quad \frac Ut\approx4(2+\sqrt3)=14.9 .$$

This leaves out second-order processes that end with the hole in a new place.

## Exact solution

**Orbitals.** Combine the sites on each diagonal:

$$a,\bar a=\frac{c_1\pm c_3}{\sqrt2},\qquad b,\bar b=\frac{c_2\pm c_4}{\sqrt2}.$$

The sides connect every site of one diagonal to every site of the other. Since $(c_1+c_3)^\dagger(c_2+c_4)=2a^\dagger b$, the kinetic term is

$$T=-2t\sum_\sigma(a^\dagger_\sigma b_\sigma+b^\dagger_\sigma a_\sigma),$$

and $\bar a,\bar b$ have zero kinetic energy. The one-electron levels are $-2t,0,0,2t$.

On diagonal 1–3 write $N_\sigma=n_{a\sigma}+n_{\bar a\sigma}$ and $X_\sigma=a^\dagger_\sigma\bar a_\sigma+\bar a^\dagger_\sigma a_\sigma$. Then $n_{1\sigma},n_{3\sigma}=\tfrac12(N_\sigma\pm X_\sigma)$. The cross terms cancel in the sum of products:

$$U(n_{1\uparrow}n_{1\downarrow}+n_{3\uparrow}n_{3\downarrow})=\tfrac U2\left(N_\uparrow N_\downarrow+X_\uparrow X_\downarrow\right).$$

The other diagonal is analogous. The product $X_\uparrow X_\downarrow$ changes the number of $\bar a$ electrons by 0 or $\pm2$, so the parities of the $\bar a$ and $\bar b$ numbers are conserved.

**Quartet.** Three parallel spins never share a site. They fill $-2t,0,0$, so $E_Q=-2t$ for every $U$.

**Doublets.** At $S_z=1/2$ there are $\binom42\binom41=24$ states. Four belong to quartets, leaving 20 doublets. Take first an odd number of $\bar a$ and an even number of $\bar b$ electrons. One electron is in $\bar a$; the other two are both in $\bar b$, or both in the space of $a$ and $b$. Define

$$|1\rangle=\bar a^\dagger_\uparrow a^\dagger_\uparrow a^\dagger_\downarrow|0\rangle,\quad |2\rangle=\bar a^\dagger_\uparrow b^\dagger_\uparrow b^\dagger_\downarrow|0\rangle,\quad |3\rangle=\bar a^\dagger_\uparrow\bar b^\dagger_\uparrow\bar b^\dagger_\downarrow|0\rangle,$$

$$|s\rangle=\tfrac1{\sqrt2}\,\bar a^\dagger_\uparrow(a^\dagger_\uparrow b^\dagger_\downarrow+b^\dagger_\uparrow a^\dagger_\downarrow)|0\rangle .$$

In $|s\rangle$ the $a$ and $b$ electrons form a singlet. A fifth doublet has them in a triplet.

The repulsion acts as follows.

- $|1\rangle$ has three electrons on two sites, hence energy $U$.
- $|2\rangle$ and $|3\rangle$ each have diagonal energy $U/2$ and are coupled by $U/2$. Hence $|p\rangle=(|2\rangle+|3\rangle)/\sqrt2$ has energy $U$ and $|m\rangle=(|2\rangle-|3\rangle)/\sqrt2$ has energy 0.
- With one electron each in $a,\bar a,b$, the natural basis pairs $a$ with $\bar a$. Their singlet has $N_\uparrow N_\downarrow=X_\uparrow X_\downarrow=1$ and energy $U$; their triplet has energy 0. Call the two doublets $|A\rangle$ and $|B\rangle$.

Choose the sign

$$|A\rangle=-\tfrac1{\sqrt2}(a^\dagger_\uparrow\bar a^\dagger_\downarrow+\bar a^\dagger_\uparrow a^\dagger_\downarrow)b^\dagger_\uparrow|0\rangle .$$

It shares one configuration with $|s\rangle$, namely $\bar a_\uparrow,a_\downarrow,b_\uparrow$. Reordering $b^\dagger_\uparrow a^\dagger_\downarrow=-a^\dagger_\downarrow b^\dagger_\uparrow$ gives $\langle A|s\rangle=1/2$. The rest of $|s\rangle$ lies along $|B\rangle$:

$$|s\rangle=\tfrac12|A\rangle+\tfrac{\sqrt3}2|B\rangle .$$

The kinetic term turns a doubly filled $a$ or $b$ into the $a$–$b$ singlet, so $T|1\rangle=T|2\rangle=-2\sqrt2\,t|s\rangle$, while $T|3\rangle=0$. Therefore $T|p\rangle=T|m\rangle=-2t|s\rangle$. The $a$–$b$ triplet is annihilated by $T$.

Both $|1\rangle$ and $|p\rangle$ have energy $U$. The combination $(|1\rangle-\sqrt2|p\rangle)/\sqrt3$ has kinetic amplitude proportional to $-2\sqrt2+2\sqrt2=0$ and decouples at energy $U$. The orthogonal one, $|Q\rangle=(\sqrt2|1\rangle+|p\rangle)/\sqrt3$, has amplitude $-(4+2)t/\sqrt3=-2\sqrt3\,t$. Four states remain: $Q,A$ at energy $U$ and $m,B$ at energy 0. Their whole coupling is

$$T=-4t\left(|s\rangle\langle v|+|v\rangle\langle s|\right),\qquad |v\rangle=\tfrac{\sqrt3}2|Q\rangle+\tfrac12|m\rangle .$$

**Eigenvalue equation.** Let $H_0$ be the repulsion. Projecting $(E-H_0)|\psi\rangle=T|\psi\rangle$ on the two pairs and eliminating $\langle v|\psi\rangle$ and $\langle s|\psi\rangle$ gives

$$1=16t^2\,\langle v|(E-H_0)^{-1}|v\rangle\,\langle s|(E-H_0)^{-1}|s\rangle .$$

Put $u=U/2$ and $x=E-u$, so that $E-U=x-u$ and $E=x+u$. Then

$$\langle v|\cdots|v\rangle=\frac{3/4}{x-u}+\frac{1/4}{x+u}=\frac{x+u/2}{x^2-u^2},$$

$$\langle s|\cdots|s\rangle=\frac{1/4}{x-u}+\frac{3/4}{x+u}=\frac{x-u/2}{x^2-u^2}.$$

Hence

$$(x^2-u^2)^2=16t^2\left(x^2-\tfrac{u^2}4\right).$$

Collecting powers gives $x^4-(2u^2+16t^2)x^2+u^4+4t^2u^2=0$. With $(u^2+8t^2)^2-u^4-4t^2u^2=64t^4+12t^2u^2$ the solutions are

$$x^2=u^2+8t^2\pm\sqrt{64t^4+12t^2u^2}.$$

The lowest energy takes the upper sign and negative $x$:

$$\boxed{E_D=\tfrac12\left[U-\sqrt{U^2+32t^2+4\sqrt{64t^4+3t^2U^2}}\right]}$$

At $U=0$ this is $-4t$: two electrons at $-2t$ and one at 0. Exchanging the diagonals maps this sector onto the one with odd $\bar b$ and even $\bar a$, so the doublet has a twofold orbital degeneracy besides its spin degeneracy.

**The other doublets.** Let $g,e=(a\pm b)/\sqrt2$, with kinetic energies $\mp2t$. If both parities are odd, $\bar a$ and $\bar b$ hold one electron each and the third contributes at least $-2t$. If both are even, the lowest kinetic configurations are $g^2e$, $\bar a^2g$ and $\bar b^2g$, all at $-2t$. The repulsion is non-negative, so no energy lies below $-2t$.

Equality would need a kinetic ground state without double occupancy.

- Odd–odd: the $g$ electron would have to form a triplet with $\bar a$ and also with $\bar b$. In the two-dimensional space of three-spin doublets these conditions select different states.
- Even–even: the component $\bar a^2a$ puts three electrons on one diagonal and comes from $\bar a^2g$ alone, so that term must vanish. So must $\bar b^2g$, by the same argument. The remaining $g^2e$ contains $a^2b$, which has double occupancy.

These doublets therefore lie strictly above the quartet and cannot decide the transition.

**Crossing.** Set $E_D=-2t$, or $x=-(2t+u)$. Then $x^2-u^2=4t(t+u)$, and the eigenvalue equation, divided by $16t^2$, becomes

$$(t+u)^2=(2t+u)^2-\tfrac{u^2}4 .$$

Expanding, $t^2+2tu+u^2=4t^2+4tu+\tfrac34u^2$, so $u^2-8tu-12t^2=0$. The one positive root is $u=(4+2\sqrt7)t$. It belongs to $E_D$, because it has $x^2>u^2$, while the lower sign above gives $x^2\le u^2$. Thus

$$\boxed{\frac{U_c}t=4(2+\sqrt7)\approx18.583}$$

The doublet starts below the quartet at $U=0$ and ends above it at large $U$, with one crossing between. Diagonalization of the full matrices gives the same ratio, 18.583005.

## Comparison

The estimate 14.9 is 20% below the exact ratio. To see why, expand for $u\gg t$, where the inner root is $2\sqrt3\,tu+O(t^3/u)$:

$$x^2=(u+\sqrt3t)^2+5t^2+O(t^3/u),\qquad E_D=-\sqrt3\,t-\frac{5t^2}U+\dots$$

The doublet gains $5t^2/U$, of which static exchange supplied 4. The only other second-order process has an electron hop onto a neighbour and one of the pair then leave into the old hole, which moves the hole by two sites. By difference it supplies the remaining $t^2/U$. With 5 in place of 4 the estimate becomes $5(2+\sqrt3)=18.66$, which is 0.4% above the exact value.

The levels cross at a small angle. Since $dE_D/dU$ is the mean double occupancy, 0.0141 at the crossing, the gap $E_D-E_Q$ rises only from $-0.0085\,t$ at $U/t=18$ to $+0.0058\,t$ at $U/t=19$. A perturbation that shifts the two levels relative to each other by $0.01\,t$ moves the critical ratio by about $0.01/0.0141\approx0.7$.

## A second case: hopping along the diagonals

Add $-t'(c_1^\dagger c_3+c_2^\dagger c_4+\text{h.c.})$ with $0<t'<t$. This shifts $a,b$ by $-t'$ and $\bar a,\bar b$ by $+t'$. The quartet fills $-2t-t',\,t',\,t'$, so $E_Q=-2t+t'$.

For $U\to\infty$ the doublet sector above keeps $|m\rangle$ and $|B\rangle$. In $|m\rangle$ the $b^2$ and $\bar b^2$ shifts average to zero and $\bar a$ adds $t'$. In $|B\rangle$ the shifts are $+t'-t'-t'=-t'$. The coupling is $-4t\cdot\tfrac12\cdot\tfrac{\sqrt3}2=-\sqrt3\,t$. Hence $E_D=-\sqrt{3t^2+t'^2}$, and equality with the quartet means

$$(2t-t')^2=3t^2+t'^2\quad\Rightarrow\quad t'=\frac t4 .$$

Beyond this value no repulsion, however strong, polarizes the plaquette. Diagonalization with all doublets at $U/t=10^6$ gives a limit of 0.2500.

## Donor spacing

**Hopping.** Take a hydrogenic donor of binding energy $E_B$ and radius $a_B=e^2/(8\pi\varepsilon\varepsilon_0E_B)$. In its atomic units, consider one electron and two centres at distance $R$. Let $\varphi$ be the state localized on the left centre. Put this centre at the origin and the other at $z=R$. On the left half-space $\varphi$ has energy $E_0$, and the even state $\psi$ has energy $E_0-t$. Multiply the equation of each by the other function, subtract and integrate over this half-space. Green's theorem gives

$$-t\int\varphi\psi\,dV=-\tfrac12\int(\varphi\,\partial_z\psi-\psi\,\partial_z\varphi)\,dS .$$

The volume integral is about $1/\sqrt2$, and on the midplane $\psi=\sqrt2\,\varphi$ and $\partial_z\psi=0$. Hence $\int\varphi\,\partial_z\varphi\,dS=-t$ over the midplane.

Write $\varphi=\chi e^{-r}/\sqrt\pi$. The second centre adds the potential $-1/(R-z)$ near the axis and shifts the energy to $E_0\approx-\tfrac12-1/R$. Insert $\varphi$ in the Schrödinger equation and drop second derivatives of the slowly varying $\chi$. The terms of the isolated atom cancel, and $-\nabla\chi\cdot\nabla e^{-r}\approx\chi'e^{-r}$ near the axis. This leaves $\chi'=[1/(R-z)-1/R]\chi$ with $\chi=1$ at $z=0$, so $\chi=\frac{R}{R-z}e^{-z/R}$ and $\chi^2=4/e$ at $z=R/2$. With $\partial_z\varphi\approx-\varphi$,

$$t\approx\frac8e\int_{R/2}^\infty r\,e^{-2r}dr\approx\frac2e\,R\,e^{-R}.$$

The energy unit is $2E_B$, so

$$t(R)=4E_B\,\frac R{a_B}\,e^{-R/a_B-1}.$$

For the hydrogen molecular ion, a basis-set calculation gives $t/E_B=0.0470$ at $R=5$ Bohr radii in a triple-zeta basis (0.0471 in larger bases), against 0.0496 from the formula. At 8 Bohr radii the values are 0.00396 and 0.00395.

**Plain model.** Rough inputs are $E_B=45$ meV, $U=43$ meV and $\varepsilon=11.7$, so $a_B=1.37$ nm. $U$ is held fixed as the spacing varies. The transition needs $t=43/18.583=2.31$ meV, which occurs at $R=6.8$ nm; the quartet is favoured at larger spacing.

**What this leaves out.** At 6.8 nm the same hopping law gives $t'/t=0.18$, not far from the limit of 1/4. The intersite repulsion is $V=18$ meV. Including the donor cores, it enters as $V_{ij}(n_i-1)(n_j-1)$. This vanishes when no site is doubly occupied, but lowers the cost of double occupancy to $U-V/\sqrt2$ or $U-(2-1/\sqrt2)V$, depending on the arrangement. Both effects favour the doublet. Diagonal hopping alone moves the critical spacing to 8.1 nm, repulsion alone to 7.7 nm, and both to 8.6 nm, where $U/t=55$. The shift from repulsion is probably an overestimate: for two hydrogenic centres at these spacings, a full two-electron calculation gives a singlet–triplet splitting close to $4t^2/U$ with the unreduced $U$.

Silicon also has anisotropic masses and six valleys. A rough estimate averages the hopping law over three valley pairs, with tail lengths $\hbar/\sqrt{2mE_B}$ of 2.11 nm (light mass, $0.19\,m_e$) and 0.96 nm (heavy mass, $0.92\,m_e$), and a phase factor $\cos(k_0R_j)$ for the pair along axis $j$, where $k_0=0.85\times2\pi/a$ is the valley wavevector and $a$ the lattice constant. For sides along cubic axes, two pairs have the long tail and no phase along a side, but only one does along a diagonal. The critical spacing is then 9.4 nm in the plain model and 11.4 nm with diagonal hopping and repulsion, where $U/t=39$.

**A working point.** At 26 lattice constants (14.1 nm) the valley estimate gives $t=0.37$ meV and $U/t=117$. The gap to the lowest doublet is 83 µeV in the plain model and 61 µeV (0.71 K) with both corrections. Quartets hold 99.9% of the thermal population at 0.1 K, but 66% at 1 K. Moving one donor outward by one lattice constant along a side leaves a gap of 47 µeV. A shift by one lattice constant inward or out of the plane leaves a similar gap. Some other misplacements are far more harmful. A shift by half a lattice constant along each of two cubic axes also ends on a lattice site, but it makes the doublet the ground state: the phase factor becomes $\cos(0.85\pi)=-0.89$, and the two long-tailed valley pairs nearly cancel on at least one side. In this estimate the polarization therefore depends on the exact lattice sites.

Raising the electron energy on one donor pins the hole there, and the gap closes at 0.90 meV, or $2.4\,t$. For scale, the Coulomb energy here is about 123 meV nm divided by distance. One elementary charge in the silicon, in line with a side and 50 nm from its midpoint, therefore changes the potential across the square by about $123\times14.1/50^2\approx0.7$ meV. Such a charge shifts the donors in pairs; raising both donors of one side closes the gap at about 1.2 meV.

**Against real donors.** The inputs are typical of phosphorus in silicon, but the one-orbital assumption is weak near the plain transition: the bandwidth $4t$ is 0.77 of a rough valley-orbit splitting of 12 meV. At 14.1 nm this ratio is 0.12. A large uncertainty there is the hopping itself, since the isotropic law gives 0.022 meV, sixteen times less than the valley estimate, and the gap scales roughly with $t$. Within these estimates the critical spacing lies between about 7 and 11 nm. A larger spacing favours polarization provided that the donors sit on suitable lattice sites, the thermal energy stays small compared with the gap and the site-energy differences stay small compared with $t$. The hopping shrinks as the spacing grows. The gap first rises from zero at the transition, peaks near 13 nm in the valley estimate with both corrections, and then shrinks too. The numerical output also lists the critical spacings with each correction taken separately.

## Computed values

```
Plaquette, energies in units of t
doublet sector sizes: [5, 5, 6, 4]
U/t=    4: E_D=-2.75216, E_Q=-2.00000, gap=-0.75216
U/t=   10: E_D=-2.21656, E_Q=-2.00000, gap=-0.21656
U/t=   18: E_D=-2.00849, E_Q=-2.00000, gap=-0.00849
U/t=   19: E_D=-1.99423, E_Q=-2.00000, gap=+0.00577
U/t=   30: E_D=-1.89893, E_Q=-2.00000, gap=+0.10107
U/t=  100: E_D=-1.78214, E_Q=-2.00000, gap=+0.21786
critical U/t, diagonalization: 18.583005
critical U/t, closed form: 18.583005
critical U/t, large-U estimate: 18.660
lowest other doublet at crossing: -1.14473 t
double occupancy of doublet at crossing: 0.01413
coefficient of -t^2/U at U/t=10000: 5.0001
largest tdiag/t at U/t=1e6: 0.24999
Two-centre hopping / binding energy: basis set, formula
  R=5.0 Bohr radii: 0.04701, 0.04958
  R=6.5 Bohr radii: 0.01413, 0.01438
  R=8.0 Bohr radii: 0.00396, 0.00395
Donor square, rough inputs
binding 45 meV, U 43 meV, permittivity 11.7
masses 0.19, 0.92 m_e; lattice constant 0.543 nm
valley wavevector 0.85 x 2pi/a; valley-orbit splitting 12 meV
hydrogenic radius: 1.367 nm
tail lengths, light and heavy mass: 2.111, 0.959 nm
hopping at transition of plain model: 2.314 meV
isotropic hopping: plain critical spacing 6.77 nm
  there tdiag/t=0.182, intersite V=18.17 meV, 4t/valley-orbit=0.77
  critical spacing with diagonal hopping: 8.08 nm, U/t=40.5
  critical spacing with intersite Coulomb: 7.66 nm, U/t=31.4
  critical spacing with both: 8.58 nm, U/t=54.9
valley hopping: plain critical spacing 9.36 nm
  there tdiag/t=0.110, intersite V=13.15 meV, 4t/valley-orbit=0.77
  critical spacing with diagonal hopping: 10.71 nm, U/t=30.7
  critical spacing with intersite Coulomb: 10.33 nm, U/t=26.5
  critical spacing with both: 11.35 nm, U/t=39.1
working spacing: 26 lattice constants = 14.12 nm
t=0.3679 meV, tdiag/t=0.0444, U/t=116.9
isotropic estimate of t here: 0.0224 meV
spin gap, plain model: 82.8 ueV
spin gap, extended model: 60.9 ueV = 0.706 K
4t/valley-orbit splitting: 0.123
quartet population at 0.1 K: 0.999
quartet population at 1.0 K: 0.661
quartet population at 4.2 K: 0.498
one-donor detuning that closes the gap: 0.896 meV = 2.44 t
spin gap, one donor moved out by 0.543 nm: +47.4 ueV
```
